# Photoionization from two identical centres at random orientation, part 1

(Sections cited here and not found follow in the second part.)

An electron shared by two identical atoms absorbs a photon and leaves. Either atom could have emitted it, and if nothing records which one did, the two amplitudes must be added before squaring. This problem finds what remains of their interference when the molecules point in all directions.

The model has one active electron, two fixed centres separated by the vector $\mathbf R$, and linearly polarized light with real unit polarization vector $\boldsymbol\varepsilon$. The free electron is described by a plane wave, so its attraction to the ion left behind and its scattering by the atoms are ignored. The wavelength of the light is taken to be much longer than $R$, so both centres feel the same field at the same time (the dipole approximation). The derivation uses SI units. Lengths in the example are in nm, energies in eV and cross sections in Mb, where $1\ \mathrm{Mb}=10^{-4}\ \mathrm{nm^2}$.

## First half: from one centre to two

### (a) The cross section of a single centre

An electron of mass $m$ and charge $-e$ occupies a normalized, real, spherically symmetric orbital $a(\mathbf r)$ with binding energy $I$. Starting from the golden rule, find the differential and total cross sections for emission into plane waves of wave vector $\mathbf k$.

**Solution.** In the dipole approximation the vector potential is $\mathbf A(t)=A_0\boldsymbol\varepsilon\cos\omega t$. The kinetic energy operator becomes $(\hat{\mathbf p}+e\mathbf A)^2/2m$, whose part linear in the field is

$$\hat H'=\frac{e}{m}\mathbf A\cdot\hat{\mathbf p}=\frac{eA_0}{2m}\,\boldsymbol\varepsilon\cdot\hat{\mathbf p}\left(e^{-i\omega t}+e^{i\omega t}\right).$$

The term $e^{-i\omega t}$ describes absorption. The golden rule gives the transition rate

$$W=\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m^2}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\hat{\mathbf p}|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

A cross section is this rate divided by the number of photons crossing unit area per unit time. The electric field $-\partial\mathbf A/\partial t$ has amplitude $\omega A_0$, so the mean intensity is $\tfrac12\epsilon_0c\,\omega^2A_0^2$. Division by $\hbar\omega$ gives the photon flux $\epsilon_0c\,\omega A_0^2/(2\hbar)$. The field strength cancels:

$$\sigma=\frac{\pi e^2}{\epsilon_0c\,m^2\omega}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\hat{\mathbf p}|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

With the fine-structure constant $\alpha=e^2/(4\pi\epsilon_0\hbar c)$ we have $e^2/(\epsilon_0c)=4\pi\hbar\alpha$, and the prefactor becomes $4\pi^2\alpha\hbar/(m^2\omega)$.

Take the final states as $e^{i\mathbf k\cdot\mathbf r}$. With this normalization the sum over states is $\int d^3k/(2\pi)^3$. Define the momentum-space orbital

$$\tilde a(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\,a(\mathbf r)\,d^3r .$$

A plane wave is an eigenstate of momentum. Letting $\hat{\mathbf p}$ act to the left, which amounts to an integration by parts with a vanishing surface term, gives

$$\langle\mathbf k|\boldsymbol\varepsilon\cdot\hat{\mathbf p}|a\rangle=\hbar\,(\boldsymbol\varepsilon\cdot\mathbf k)\,\tilde a(\mathbf k).$$

Energy conservation fixes the length of $\mathbf k$ through $\hbar^2k^2/2m=\hbar\omega-I$. For a given direction the radial integral over the delta function is

$$\int k'^2\,\delta\!\left(\frac{\hbar^2k'^2}{2m}-\frac{\hbar^2k^2}{2m}\right)dk'=k^2\,\frac{m}{\hbar^2k}=\frac{mk}{\hbar^2},$$

because the derivative of the argument at $k'=k$ is $\hbar^2k/m$. Collecting the factors,

$$\frac{d\sigma_a}{d\Omega}=\frac{4\pi^2\alpha\hbar}{m^2\omega}\,\frac{1}{8\pi^3}\,\frac{mk}{\hbar^2}\,\hbar^2(\boldsymbol\varepsilon\cdot\mathbf k)^2|\tilde a|^2
=\frac{\alpha\hbar k^3}{2\pi m\omega}\,(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2\,|\tilde a(k)|^2 .$$

Since $a$ is spherical, $\tilde a$ depends on the length of $\mathbf k$ alone. The mean of $(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2$ over the sphere is $1/3$, so its integral is $4\pi/3$ and

$$\sigma_a=\frac{2\alpha\hbar k^3}{3m\omega}\,|\tilde a(k)|^2 .$$

The emission follows a $\cos^2$ law about the polarization vector. The factor $|\tilde a|^2$ says that a plane-wave electron can leave with momentum $\hbar\mathbf k$ to the extent that this momentum was already present in the bound orbital, since the operator $\boldsymbol\varepsilon\cdot\hat{\mathbf p}$ in the matrix element does not change the momentum of a state.

### (b) A definite orbital

Let $a(r)=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Find $\tilde a(k)$. Then choose $\zeta$ so that the decay constant agrees with the binding energy, $\hbar^2\zeta^2/2m=I$, and express $\sigma_a$ through $k$ and $\zeta$.

**Solution.** For a spherical function the angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$. Therefore

$$\tilde a(k)=\frac{4\pi}{k}\sqrt{\frac{\zeta^3}{\pi}}\int_0^\infty r\,e^{-\zeta r}\sin(kr)\,dr .$$

The integral is the imaginary part of $\int_0^\infty r\,e^{-(\zeta-ik)r}dr=1/(\zeta-ik)^2$. Multiplying numerator and denominator by $(\zeta+ik)^2$ gives

$$\frac{1}{(\zeta-ik)^2}=\frac{\zeta^2-k^2+2i\zeta k}{(\zeta^2+k^2)^2},$$

whose imaginary part is $2\zeta k/(\zeta^2+k^2)^2$. Hence

$$\tilde a(k)=\frac{8\sqrt{\pi\zeta^5}}{(k^2+\zeta^2)^2},\qquad |\tilde a(k)|^2=\frac{64\pi\zeta^5}{(k^2+\zeta^2)^4}.$$

With the stated choice of $\zeta$, energy conservation reads $\hbar\omega=\hbar^2(k^2+\zeta^2)/2m$, or $\hbar/(m\omega)=2/(k^2+\zeta^2)$. Inserting both results into $\sigma_a$,

$$\sigma_a=\frac{2\alpha k^3}{3}\,\frac{2}{k^2+\zeta^2}\,\frac{64\pi\zeta^5}{(k^2+\zeta^2)^4}
=\frac{256\pi\alpha}{3}\,\frac{k^3\zeta^5}{(k^2+\zeta^2)^5}.$$

The powers of inverse length are $8-10=-2$, as an area requires. For $k\gg\zeta$ the cross section falls as $k^{-7}$. Against such a steep background an interference pattern is easier to see in a ratio of cross sections than in the cross section itself.

### (c) The shared orbital and its normalization

Place the centres at $-\mathbf R/2$ and $+\mathbf R/2$ and let the electron occupy

$$\varphi_p(\mathbf r)=N_p\left[a(\mathbf r+\mathbf R/2)+p\,a(\mathbf r-\mathbf R/2)\right],\qquad p=\pm1 .$$

The number $p$ is the parity under inversion about the midpoint. Find $N_p$ in terms of the overlap $S=\int a(\mathbf r+\mathbf R/2)\,a(\mathbf r-\mathbf R/2)\,d^3r$, and evaluate $S$ for the orbital of part (b).

**Solution.** Squaring and integrating gives one from each centre, since $p^2=1$, and $2pS$ from the cross term:

$$1=N_p^2(2+2pS)\quad\Longrightarrow\quad N_p^2=\frac{1}{2(1+pS)} .$$

For the overlap let $r_A$ and $r_B$ be the distances from the two centres, and define $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with $\xi\ge1$ and $-1\le\eta\le1$. Along the axis and across it,

$$z=\frac R2\,\xi\eta,\qquad \rho^2=\frac{R^2}{4}(\xi^2-1)(1-\eta^2).$$

The volume element is $\rho\,d\rho\,dz\,d\phi=\tfrac12\,d(\rho^2)\,dz\,d\phi$. The Jacobian of $(\rho^2,z)$ with respect to $(\xi,\eta)$ is

$$\frac{R^3}{8}\left[2\xi(1-\eta^2)\,\xi+2\eta(\xi^2-1)\,\eta\right]=\frac{R^3}{4}(\xi^2-\eta^2),$$

so $d^3r=\tfrac18R^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. The product of the two exponentials is $e^{-\zeta(r_A+r_B)}=e^{-\zeta R\xi}$. Write $t=\zeta R$. The azimuth gives $2\pi$, and the integral of $\xi^2-\eta^2$ over $\eta$ is $2\xi^2-2/3$:

$$S=\frac{\zeta^3}{\pi}\,\frac{2\pi R^3}{8}\int_1^\infty\left(2\xi^2-\frac23\right)e^{-t\xi}\,d\xi .$$

The two integrals needed are

$$\int_1^\infty e^{-t\xi}d\xi=\frac{e^{-t}}{t},\qquad \int_1^\infty\xi^2e^{-t\xi}d\xi=e^{-t}\left(\frac1t+\frac2{t^2}+\frac2{t^3}\right).$$

Their combination is

$$S=\frac{t^3}{4}\,e^{-t}\left(\frac{4}{3t}+\frac4{t^2}+\frac4{t^3}\right)=e^{-t}\left(1+t+\frac{t^2}{3}\right).$$

It equals one when the centres coincide and vanishes when they are far apart. For $p=+1$ the weight $N_+^2$ of each atomic orbital is less than one half, because the positive cross term already supplies part of the norm. For $p=-1$ it is greater than one half.

### (d) Emission from a molecule held in place

Find the differential cross section of $\varphi_p$ for given $\mathbf k$, $\boldsymbol\varepsilon$ and $\mathbf R$. The total binding energy is again $I$, so a given photon energy leads to the same $k$ as for the single centre.

**Solution.** The derivation of part (a) did not use the spherical shape of the orbital before the final angular integral. It remains valid with $\tilde a$ replaced by the Fourier transform of $\varphi_p$. In the first term put $\mathbf r'=\mathbf r+\mathbf R/2$:

$$\int e^{-i\mathbf k\cdot\mathbf r}a(\mathbf r+\mathbf R/2)\,d^3r=e^{+i\mathbf k\cdot\mathbf R/2}\int e^{-i\mathbf k\cdot\mathbf r'}a(\mathbf r')\,d^3r'=e^{+i\mathbf k\cdot\mathbf R/2}\,\tilde a(k).$$

The second term acquires the opposite phase. Hence

$$\tilde\varphi_p(\mathbf k)=N_p\,\tilde a(k)\left(e^{i\mathbf k\cdot\mathbf R/2}+p\,e^{-i\mathbf k\cdot\mathbf R/2}\right).$$

The squared modulus of the bracket is

$$1+p^2+p\left(e^{i\mathbf k\cdot\mathbf R}+e^{-i\mathbf k\cdot\mathbf R}\right)=2\left[1+p\cos(\mathbf k\cdot\mathbf R)\right].$$

Multiplication by $N_p^2$ removes the factor 2, and

$$\frac{d\sigma_p}{d\Omega}=\frac{d\sigma_a}{d\Omega}\;\frac{1+p\cos(\mathbf k\cdot\mathbf R)}{1+pS}.$$

This is a two-slit pattern. A distant detector in the direction $\hat{\mathbf k}$ sees a path difference $\hat{\mathbf k}\cdot\mathbf R$ between the centres, which corresponds to the phase $\mathbf k\cdot\mathbf R$. The parity of the orbital sets the relative phase of the sources. At right angles to the axis the paths are equal, so the in-phase orbital emits with full constructive interference and the out-of-phase orbital does not emit at all.

The reference cross section belongs to a centre with the same binding energy. If a real separated atom has another binding energy, it must be compared at equal $k$, and the factor $1/\omega$ in $d\sigma_a/d\Omega$ must be adjusted for its different photon energy.

### (e) Random orientation

The molecules of a gas or an amorphous solid point in all directions with equal probability. Average the result of part (d) over $\hat{\mathbf R}$ and find the total cross section. Does the angular distribution about $\boldsymbol\varepsilon$ change?

**Solution.** Hold $\mathbf k$ and $\boldsymbol\varepsilon$ fixed and turn the molecule. Since $\tilde a$ is isotropic, the orientation enters through $\cos(\mathbf k\cdot\mathbf R)$ alone. Let $x=\hat{\mathbf k}\cdot\hat{\mathbf R}$. For directions spread uniformly over a sphere, $x$ is spread uniformly between $-1$ and $1$, so

$$\langle\cos(\mathbf k\cdot\mathbf R)\rangle=\frac12\int_{-1}^{1}\cos(kRx)\,dx=\frac{1}{2}\,\frac{2\sin(kR)}{kR}=\frac{\sin(kR)}{kR}.$$

This average does not depend on the direction of $\mathbf k$. The factor $(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2$ is therefore untouched, the $\cos^2$ distribution survives, and integration over emission angles gives

$$\boxed{\;\sigma_p(k)=\sigma_a(k)\,\frac{1+p\,\dfrac{\sin(kR)}{kR}}{1+pS}\;}$$

Random orientation weakens the interference without removing it. The phase $kRx$ is spread evenly over the interval from $-kR$ to $kR$. Complete periods of the cosine inside that interval cancel, and what is left at the ends is divided by the length of the interval. This is the origin of the decay as $1/(kR)$.

The formula was tested against the definition. The matrix element of the gradient was integrated numerically in position space, with numerical normalization of the orbital, and then averaged over molecular axes and emission directions. With $I=12$ eV and $R=0.150$ nm, at photon energies of 30, 91.84 and 200 eV and for both parities, the largest relative deviation from the boxed formula was $2.6\times10^{-12}$.

## Second half: meaning, limits and numbers

The first half considered an electron in $\varphi_p=N_p[a(\mathbf r+\mathbf R/2)+p\,a(\mathbf r-\mathbf R/2)]$, with parity $p=\pm1$, spherical atomic orbital $a$ and overlap $S$. A plane-wave electron of wave vector $\mathbf k$ leaves a fixed molecule with the single-centre differential cross section multiplied by $[1+p\cos(\mathbf k\cdot\mathbf R)]/(1+pS)$. Random orientation replaces the cosine by $\sin(kR)/(kR)$. For $a\propto e^{-\zeta r}$ the overlap is $S=e^{-t}(1+t+t^2/3)$ with $t=\zeta R$, and the single-centre cross section is $\sigma_a=(256\pi\alpha/3)\,k^3\zeta^5/(k^2+\zeta^2)^5$. Below, $u=kR$ and $j_0(u)=\sin u/u$.

### (f) Molecules aligned with the light

Find the total cross section when the axis is parallel to $\boldsymbol\varepsilon$ and when it is perpendicular. Check that the two results reproduce the random average.

This part has shown that random orientation weakens the two-centre interference without removing it, leaving the term $\sin(kR)/(kR)$ in the total cross section. What remains is to solve part (f) for aligned molecules, then to examine the formula's limits, other orbitals, and a numerical example and its reliability.
